# The roughening temperature of a crystal facet from its stiffness

## Problem

A crystal facet has layer height $d=0.20$ nm. When the surface is rough, a small slope $p$ costs a free energy per area equal to $p^2/2$ times the surface stiffness. At the roughening temperature $T_R$, its value for tilts over very long distances, the renormalised stiffness, is $\gamma_R=0.50$ J/m$^2$, the same in all directions along the facet.

(a) Find the temperature at which a potential that favours complete layers stops being able to hold a large, thermally fluctuating surface.

(b) Show that the stiffness in this condition is the renormalised one, whatever the strength of a weak potential.

(c) Show that the given values lead to $T_R\approx 920$ K, and say what this number assumes.

**Model.** Let $h(\mathbf r)$ be the height above the facet plane. The energy is

$$H=\int d^2r\left[\frac{\gamma}{2}|\nabla h|^2-V\cos\frac{2\pi h}{d}\right],\qquad V>0 .$$

The cosine has minima at $h=0,\pm d,\pm2d,\dots$, the heights of complete layers. The constant $\gamma$ is the bare stiffness, before the effect of the cosine on long-wavelength tilts is included. The surface is in equilibrium, large, solid, and governed by short-range forces.

## Hints

1. Set $V=0$ first. Each Fourier mode is then a harmonic degree of freedom, and the mean square height grows as the logarithm of the size.
2. Average the cosine over these Gaussian fluctuations and multiply by the area. Does the product grow or shrink with size?
3. For part (b), impose a small mean slope and find the free energy to second order in $V$. The coefficient of the squared slope is the corrected stiffness.
4. Include the correction gradually, from short distances to long ones. Two coupled equations result, and dividing one by the other solves them.

## Solution

### (a) When the layers stop holding the surface

Write $h=A^{-1/2}\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ for a surface of area $A$. With $V=0$ the energy is $\frac12\sum_{\mathbf q}\gamma q^2|h_{\mathbf q}|^2$, so equipartition gives

$$\langle|h_{\mathbf q}|^2\rangle=\frac{k_BT}{\gamma q^2}.$$

Hold the mean height at a minimum of the cosine. Summing over wavenumbers from about $1/L$ to about $1/a$, where $L$ is the size and $a$ a short-distance cutoff of atomic order, gives

$$\langle h^2\rangle=\int\frac{d^2q}{(2\pi)^2}\frac{k_BT}{\gamma q^2}
=\frac{k_BT}{2\pi\gamma}\int_{1/L}^{1/a}\frac{dq}{q}
=\frac{k_BT}{2\pi\gamma}\ln\frac La .$$

A different treatment of the two limits adds a constant, which does not affect the growth with $L$.

For a Gaussian variable of variance $\sigma^2$, completing the square,

$$-\frac{h^2}{2\sigma^2}+ikh=-\frac{(h-ik\sigma^2)^2}{2\sigma^2}-\frac{k^2\sigma^2}{2},$$

gives $\langle e^{ikh}\rangle=e^{-k^2\sigma^2/2}$. With $k=2\pi/d$,

$$\left\langle\cos\frac{2\pi h}{d}\right\rangle
=\exp\left(-\frac{2\pi^2}{d^2}\langle h^2\rangle\right)
=\left(\frac La\right)^{-\pi k_BT/(\gamma d^2)} .$$

Define the dimensionless stiffness $K=\gamma d^2/(k_BT)$. The pinning energy of the whole area then varies as

$$VL^2\left\langle\cos\frac{2\pi h}{d}\right\rangle\propto L^{\,2-\pi/K}.$$

If $K>\pi/2$, the energy grows with size and the layers eventually hold the surface. If $K<\pi/2$, it shrinks: the average of the cosine falls faster than the area grows. The boundary is

$$K=\frac{\pi}{2}\quad\Longleftrightarrow\quad k_BT=\frac{2}{\pi}\gamma d^2 .$$

A real layer potential also contains terms $\cos(2\pi nh/d)$ with $n=2,3,\dots$. They replace $k$ by $nk$, so their exponent is $2-n^2\pi/K$. At $K=\pi/2$ this equals $2-2n^2$, which is negative for $n\ge2$. The first harmonic therefore sets the boundary.

The calculation so far used a surface with $V=0$. It does not yet say which stiffness to insert when $V$ is present.

### (b) Which stiffness enters

**The cost of a tilt.** Let $h=\mathbf p\cdot\mathbf r+\phi(\mathbf r)$, where $\mathbf p$ is a fixed mean slope and $\phi$ is periodic. The cross term $\gamma\,\mathbf p\cdot\nabla\phi$ integrates to zero, so for $V=0$ the slope costs $\gamma p^2/2$ per area. With $V$ present, the renormalised stiffness is defined by the full free energy per area, $f(p)=f(0)+\gamma_Rp^2/2$ for small $p$.

Expand the partition function in $V$. The mean height is now free, so the first-order average of the cosine vanishes. The second-order term is

$$\Delta F=-\frac{V^2}{2k_BT}\int d^2r\,d^2r'\left\langle\cos\frac{2\pi h(\mathbf r)}d\cos\frac{2\pi h(\mathbf r')}d\right\rangle .$$

The product of cosines is half the cosine of the difference plus half the cosine of the sum. The latter vanishes on averaging over the mean height. The difference requires

$$G(r)=\langle[\phi(\mathbf r)-\phi(0)]^2\rangle
=2\int\frac{d^2q}{(2\pi)^2}\frac{k_BT}{\gamma q^2}(1-\cos\mathbf q\cdot\mathbf r)
\simeq\frac{k_BT}{\pi\gamma}\ln\frac ra .$$

The logarithm arises because wavenumbers below about $1/r$ cancel in the difference. The length $a$ is now fixed by requiring that no constant accompany the logarithm at large $r$. The Gaussian average gives the factor

$$e^{-2\pi^2G(r)/d^2}=\left(\frac ra\right)^{-2\pi/K}.$$

Use $\mathbf s=\mathbf r/a$, $\mathbf u=\mathbf p\,a/d$ and $y=Va^2/(k_BT)$. The free energy per area $a^2$, divided by $k_BT$, is, apart from terms independent of slope,

$$\frac{K u^2}{2}-\frac{y^2}{4}\int_{s>1}d^2s\,\cos(2\pi\mathbf u\cdot\mathbf s)\,s^{-2\pi/K}.$$

Distances below the cutoff add a finite correction that depends on atomic detail and can be included in the starting value of $K$.

For small $u$, $\cos(2\pi\mathbf u\cdot\mathbf s)\simeq1-2\pi^2(\mathbf u\cdot\mathbf s)^2$. The angular average of $(\mathbf u\cdot\mathbf s)^2$ is $u^2s^2/2$. The slope-dependent part of the second term is therefore

$$+\frac{y^2}{4}\,\pi^2u^2\,2\pi\int_1^\infty ds\,s^{3-2\pi/K}
=\frac{u^2}{2}\,\pi^3y^2\int_1^\infty ds\,s^{3-2\pi/K}.$$

Comparison with $Ku^2/2$ gives

$$K_R=K+\pi^3y^2\int_1^\infty ds\,s^{3-2\pi/K}.$$

The correction is positive: a tilted surface cannot stay in the minima, so it gains less from the potential than a flat one. The integral converges if $3-2\pi/K<-1$, that is, if $K<\pi/2$. Near this limit long distances matter so much that $K$ must be updated as they are included.

**From short distances to long ones.** Separate the interval $1<s<e^{dl}$, with $dl$ small. It contributes $\pi^3y^2dl$, which is added to $K$. In the rest put $s=e^{dl}s'$:

$$\pi^3y^2\int_{e^{dl}}^\infty ds\,s^{3-2\pi/K}
=\pi^3y^2e^{(4-2\pi/K)dl}\int_1^\infty ds'\,s'^{\,3-2\pi/K}.$$

This has the original form if $y$ is replaced by $y\,e^{(2-\pi/K)dl}$. Repeating the step up to length $L=ae^l$ gives, to leading order in $y$,

$$\frac{dK}{dl}=\pi^3y^2,\qquad \frac{dy}{dl}=\left(2-\frac{\pi}{K}\right)y .$$

The second equation contains the exponent of part (a), now with the stiffness that applies at the current length.

Divide the second equation by the first and multiply by $y$:

$$y\frac{dy}{dK}=\frac1{\pi^3}\left(2-\frac\pi K\right)
\quad\Rightarrow\quad
\frac{y^2}{2}=\frac{2K-\pi\ln K}{\pi^3}+C .$$

The path that just reaches $y=0$ at $K=\pi/2$ fixes $C$:

$$y^2=\frac{2}{\pi^3}\left[2K-\pi-\pi\ln\frac{2K}{\pi}\right],\qquad K<\frac\pi2 .$$

Consider starting points with $K<\pi/2$:

- **Below this curve**, $y$ tends to zero at long lengths while $K$ stays less than $\pi/2$. The surface is rough, with a finite renormalised stiffness.
- **Above it**, $K$ passes $\pi/2$ while $y$ is positive. Then $y$ grows, and the layers hold the surface.
- **On it**, the surface is at the transition and $K_R=\pi/2$.

Hence

$$\boxed{k_BT_R=\frac{2}{\pi}\,\gamma_R(T_R)\,d^2}$$

where $\gamma_R(T_R)$ is the value reached from the rough side. The potential strength has dropped out of this relation, although it still influences $T_R$ through $\gamma_R$. This is the sense in which the criterion is universal. The derivation holds for weak pinning; for strong pinning the result applies if the long-wavelength behaviour still flows to this same transition.

**How different the bare stiffness can be.** Let $2K/\pi=1-\delta$ on the critical curve. For small $\delta$ the bracket is $\pi[-\delta-\ln(1-\delta)]\simeq\pi\delta^2/2$, so $y\simeq\delta/\pi$ and

$$K_{\rm bare}\simeq\frac\pi2(1-\pi y).$$

The bare and renormalised criteria agree as $V\to0$. At $V=0$ itself nothing favours complete layers, and there is no facet to roughen.

For larger $y$, the full curve can be solved by numerical root finding. With $\gamma_R=0.50$ J/m$^2$ at the transition, $y=0.05$ gives $K_{\rm bare}=1.34$ and a bare stiffness of 0.43 J/m$^2$. For $y=0.10$ the values are 1.13 and 0.36 J/m$^2$. These are leading-order results of the flow, and they depend on what $a$ means in $y$. The length $a$ defined through $G(r)$ need not be the atomic spacing: on a square lattice it is about one fifth of the lattice spacing. These two values of $y$ then correspond to a pinning energy of about 1.3 and 2.5 $k_BT$ per lattice cell, which is no longer weak. A pinning energy of 0.05 or 0.10 $k_BT$ per lattice cell would put the bare stiffness only about one percent below $\gamma_R$. Inserting either bare stiffness into the criterion would make $T_R$ too low in the same proportion.

### (c) The number and its meaning

The product of stiffness and squared height is

$$\gamma_Rd^2=(0.50\ {\rm J/m^2})(0.20\times10^{-9}\ {\rm m})^2=2.0\times10^{-20}\ {\rm J}.$$

Therefore

$$k_BT_R=\frac2\pi(2.0\times10^{-20}\ {\rm J})=1.273\times10^{-20}\ {\rm J}=0.0795\ {\rm eV},$$

$$T_R=\frac{1.273\times10^{-20}\ {\rm J}}{1.381\times10^{-23}\ {\rm J/K}}=922\ {\rm K}\approx920\ {\rm K}.$$

With the stiffness held at 0.50 J/m$^2$, the exponent of the pinning energy is $2-\pi/K=2(1-T/T_R)$. It is $+0.48$ at 700 K and $-0.39$ at 1100 K. Doubling the area thus strengthens the hold of the layers at the lower temperature and weakens it at the higher one.

A rough surface need not look rugged. Putting the criterion into $G(r)$ gives, at $T_R$ and to leading order in the logarithm,

$$G(r)=\frac{2d^2}{\pi^2}\ln\frac ra .$$

For $r=1000$ nm and $a=0.30$ nm the logarithm is 8.11, and the root-mean-square height difference is 0.26 nm. This estimate keeps only the logarithm, with an atomic spacing for $a$. On a square lattice of that spacing, the omitted constant raises it to 0.28 nm. At finite lengths the stiffness is also slightly below its limiting value, which adds 0.01 to 0.02 nm more for the two values of $y$ used in part (b). The difference is thus only about one and a half layers over a micrometre. Roughness here means that the difference grows without limit, however slowly.

**Beside real facets.** A layer height of 0.20 nm is typical of low-index metal facets. The stiffness of 0.50 J/m$^2$ is chosen for illustration and describes no particular metal. It must be the value for the rough surface, so a facet that stays smooth up to melting offers no such value to measure. If the crystal melts below 920 K, the result has no application to its solid facet. Three further assumptions can be sized with rough chosen inputs, changing one at a time:

- *Stiffness that varies with temperature.* Suppose the values on the rough side follow a straight line that falls by $1.0\times10^{-4}$ J/m$^2$ per kelvin and would read 0.50 J/m$^2$ if extended down to 800 K. The criterion must then be solved with this line as $\gamma_R(T)$, which gives 903 K. The point at 800 K only fixes the line: below $T_R$ the layers hold the surface, and $\gamma_R$ has no finite value there. The line is itself a simplification. Just above $T_R$ the flow in part (b) makes $\gamma_R$ fall from its transition value as $\sqrt{T-T_R}$, which is much steeper. A line fitted to values further away therefore gives too low a $T_R$.
- *Thermal expansion.* If $d=0.20$ nm belongs to 300 K and the linear expansion is $1.5\times10^{-5}$ per kelvin, the result is 940 K.
- *Growth instead of equilibrium.* At a supersaturation $\sigma$, adding a layer to a patch of width $\ell$ gains about $k_BT\ln(1+\sigma)\,\ell^2/a^2$, taking $a^2$ as the area per atom. This equals $k_BT$ at $\ell=a/\sqrt{\ln(1+\sigma)}$. For $\sigma=1$ percent and $a=0.30$ nm, $\ell$ is about 3 nm. This is only an order of magnitude, because the stiffness and numerical factors are left out; depending on how they are counted, the length lies between about 1.5 and 10 nm. On larger scales the driving force competes with the equilibrium fluctuations, so the transition should be smeared. The estimate gives a length scale, not a shifted temperature. At much larger supersaturation this length shrinks towards $a$, and 920 K can serve only as an equilibrium reference.

## Variation 1: a stiffness measured over a finite length

*Suppose 0.50 J/m$^2$ was measured at $T_R$ over $L=1000$ nm, with $a=0.30$ nm. How far can $T_R$ lie above 922 K?*

At the transition, write $K(l)=\frac\pi2(1-\delta)$, where $\delta$ is the shortfall relative to the infinite-length value. The critical curve and $dK/dl=\pi^3y^2$ give

$$-\frac\pi2\frac{d\delta}{dl}=2\pi[-\delta-\ln(1-\delta)].$$

Since $-\ln(1-\delta)=\delta+\delta^2/2+\delta^3/3+\dots$,

$$\frac{d\delta}{dl}=-2\delta^2-\frac43\delta^3-\dots<-2\delta^2 .$$

Thus $d(1/\delta)/dl>2$. Integrating from a positive initial $1/\delta$ gives $1/\delta>2l$, or

$$\delta<\frac{1}{2l}=\frac1{2\ln(L/a)} .$$

Here $l=8.11$, so the shortfall is below 6.2 percent. The infinite-length stiffness is $0.50/(1-\delta)$ J/m$^2$, and $T_R$ rises by the same factor:

$$922\ {\rm K}<T_R<\frac{922\ {\rm K}}{1-0.0616}=983\ {\rm K}.$$

The upper figure is a bound within the weak-pinning flow. Numerical integration of the two flow equations along the critical curve gives shortfalls of 4.2 percent for a starting $y=0.05$ and 4.8 percent for $y=0.10$. These two figures share the dependence of $y$ on the meaning of $a$ noted in part (b); for much weaker pinning the shortfall is far smaller. The ratio $L/a$ assigned to a given measurement is itself uncertain by a factor of a few. This enters through the logarithm: using $L/2\pi$ in place of $L$ moves the bound to 8.0 percent, or about 1000 K.

## Variation 2: unequal stiffness in two directions

*The facet is stiffer along $y$ than along $x$, with $\gamma_y=2\gamma_x$ and $\gamma_x=0.50$ J/m$^2$. Both are renormalised values at the transition. Find $T_R$.*

The gradient energy is now

$$\frac12\int dx\,dy\left[\gamma_x(\partial_xh)^2+\gamma_y(\partial_yh)^2\right].$$

Let $g=\sqrt{\gamma_x\gamma_y}$ and rescale the coordinates:

$$x=X\sqrt{\gamma_x/g},\qquad y=Y\sqrt{\gamma_y/g}.$$

The area element is unchanged, because $\sqrt{\gamma_x\gamma_y}/g=1$. The gradients obey $\gamma_x(\partial_xh)^2=g(\partial_Xh)^2$ and $\gamma_y(\partial_yh)^2=g(\partial_Yh)^2$. The energy is therefore that of an isotropic surface with stiffness $g$, and the cosine term keeps its form. The cutoff changes shape, which does not alter the exponent. Hence

$$k_BT_R=\frac2\pi\sqrt{\gamma_x\gamma_y}\;d^2,$$

$$T_R=\sqrt2\times922\ {\rm K}=1304\ {\rm K}\approx1300\ {\rm K}.$$

For these inputs, using the smaller stiffness alone would give 922 K. This change is larger than any of the temperature shifts estimated above, so a stiffness measured along one direction is not enough for a strongly anisotropic facet.
